# Breit-Rosenthal reduction of the s1/2 hyperfine integral for a charged sphere

## Definitions and conventions

An electron of charge \(-e\) and mass \(m\) moves in the field of a fixed nucleus of charge \(Ze\). Gaussian units are used, with

\[
\alpha=\frac{e^2}{\hbar c},\quad a_0=\frac{\hbar}{mc\,\alpha},\quad \zeta=Z\alpha,\quad \gamma=\sqrt{1-\zeta^2},\quad x=\frac{ZR}{a_0}.
\]

The nuclear charge fills a sphere of radius \(R\) uniformly. With \(s=r/R\), the potential energy is

\[
V=-\frac{Ze^2}{R}\,u(s),\qquad u=\tfrac32-\tfrac12 s^2\ (s<1),\qquad u=\frac1s\ (s>1).
\]

The nuclear magnetic moment \(\boldsymbol\mu\) is a point dipole at the centre. Recoil, QED corrections and the spread of the magnetization are left out.

Let \(\mathbf n=\mathbf r/r\), \(\sigma_n=\boldsymbol\sigma\cdot\mathbf n\), and let \(\chi\) be a constant spinor. An \(s_{1/2}\) state has upper and lower components

\[
\varphi=\frac{P(r)}{r}\frac{\chi}{\sqrt{4\pi}},\qquad
\eta=-i\,\frac{Q(r)}{r}\,\sigma_n\frac{\chi}{\sqrt{4\pi}},\qquad
\int_0^\infty(P^2+Q^2)\,dr=1 .
\]

**Radial equations.** For a function \(h(r)\), \(\boldsymbol\sigma\cdot\nabla(h\chi)=h'\sigma_n\chi\). Also \(\boldsymbol\sigma\cdot\nabla(h\sigma_n\chi)=(h'+2h/r)\chi\), because the divergence of \(h\mathbf n\) is \(h'+2h/r\) and its curl vanishes. The Dirac equations \((E-V-mc^2)\varphi=-i\hbar c\,\boldsymbol\sigma\cdot\nabla\eta\) and \((E-V+mc^2)\eta=-i\hbar c\,\boldsymbol\sigma\cdot\nabla\varphi\) therefore give

\[
P'=\frac Pr+\frac{E-V+mc^2}{\hbar c}\,Q,\qquad
Q'=-\frac Qr-\frac{E-V-mc^2}{\hbar c}\,P. \tag{1}
\]

**Hyperfine integral.** The dipole has vector potential \(\mathbf A=\boldsymbol\mu\times\mathbf r/r^3\), which adds \(e\,\boldsymbol\alpha\cdot\mathbf A=e\,\boldsymbol\mu\cdot(\mathbf r\times\boldsymbol\alpha)/r^3\) to the Hamiltonian. The matrices \(\boldsymbol\alpha\) connect \(\varphi\) with \(\eta\), so the angular operator between the spinors \(\chi\) is

\[
-i[\mathbf n\times\boldsymbol\sigma,\sigma_n]=-i\cdot 2i\,\mathbf n\times(\mathbf n\times\boldsymbol\sigma)=2(\mathbf n\sigma_n-\boldsymbol\sigma).
\]

The average of \(n_in_j\) over directions is \(\delta_{ij}/3\), so this operator averages to \(-\tfrac43\boldsymbol\sigma\). The first-order energy is thus

\[
\frac43\,e\,I\;\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle,\qquad
I=-\int_0^\infty\frac{PQ}{r^2}\,dr. \tag{2}
\]

Let \(I_0\) be the value of \(I\) for a point charge. The Breit-Rosenthal reduction is \(\varepsilon=1-I/I_0\).

## Theorem

Let \(0<\zeta<\sqrt3/2\) be fixed. For the \(1s_{1/2}\) state, as \(x\to0\),

\[
\boxed{\;\varepsilon=B(\zeta)\,x^{2\gamma-1}\left[1+O\!\left(x\ln\tfrac1x\right)\right],\qquad
B=\frac{2^{2\gamma-1}(1+\gamma)K}{\zeta\,\Gamma(2\gamma-1)}\;}
\]

Here \(K(\zeta)\) is the number defined in (9), which does not depend on \(R\). In the limit \(\zeta\to0\), \(B\to\tfrac32\).

The statement is a power law in \(R\) at fixed \(Z\). It is not a power law in \(Z\) at fixed \(R\), since \(\gamma\) and \(B\) depend on \(Z\).

## Lemma 1: the point charge

For \(V=-Ze^2/r\) the \(1s\) state is

\[
P_0=Nr^\gamma e^{-Zr/a_0},\qquad Q_0=-\frac{\zeta}{1+\gamma}P_0,\qquad E_0=\gamma mc^2,
\]
\[
I_0=\frac{\zeta N^2}{1+\gamma}\,\frac{\Gamma(2\gamma-1)}{(2Z/a_0)^{2\gamma-1}}=\frac{\zeta\,(Z/a_0)^2}{\gamma(2\gamma-1)}. \tag{3}
\]

*Proof.* Insert the functions in (1) and divide the first equation by \(P_0\), the second by \(Q_0\). The terms in \(1/r\) require \(\gamma=1-\zeta^2/(1+\gamma)\) and \(\gamma=-1+(1+\gamma)\). Both hold, since \(\zeta^2=(1-\gamma)(1+\gamma)\). The constant terms require

\[
\frac Z{a_0}=\frac{\zeta(E_0+mc^2)}{(1+\gamma)\hbar c}=\frac{(1+\gamma)(mc^2-E_0)}{\zeta\hbar c}.
\]

With \(E_0=\gamma mc^2\) both expressions equal \(\zeta mc/\hbar=Z/a_0\).

For the norm, \(1+\zeta^2/(1+\gamma)^2=2/(1+\gamma)\), so

\[
N^2=\frac{1+\gamma}{2}\,\frac{(2Z/a_0)^{2\gamma+1}}{\Gamma(2\gamma+1)}.
\]

The integrand of \(I_0\) is \(\zeta N^2r^{2\gamma-2}e^{-2Zr/a_0}/(1+\gamma)\), which gives the first form in (3). The second follows from \(\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)\). ∎

The integral converges at the origin if \(2\gamma-2>-1\), that is \(\gamma>\tfrac12\) or \(\zeta<\sqrt3/2\). As \(\gamma\to1\), (2) becomes \(\tfrac43e\alpha Z^3a_0^{-2}\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle\). This is the Fermi contact energy \(\tfrac{8\pi}3\frac{e\hbar}{2mc}\frac{Z^3}{\pi a_0^3}\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle\), because \(\hbar/mc=\alpha a_0\).

## Lemma 2: the region near the nucleus

In the variable \(s\), the terms of (1) with \(E\pm mc^2\) carry a factor of order \(Rmc/\hbar=x/\zeta\). Without them,

\[
\frac{dp}{ds}=\frac ps+\zeta u\,q,\qquad \frac{dq}{ds}=-\frac qs-\zeta u\,p, \tag{4}
\]

which contains no length. Outside the sphere, where \(u=1/s\), the powers \(s^{\pm\gamma}\) solve (4). The first equation fixes \(q/p=(\pm\gamma-1)/\zeta\), which is \(-\zeta/(1+\gamma)\) for the upper sign and \(-(1+\gamma)/\zeta\) for the lower. With the regular amplitude set to one,

\[
p=s^\gamma+b\,s^{-\gamma},\qquad
q=-\frac{\zeta}{1+\gamma}s^\gamma-\frac{1+\gamma}{\zeta}\,b\,s^{-\gamma}. \tag{5}
\]

Inside, the regular solution is, up to a factor,

\[
p=\sum_{k\ge0}a_ks^{2k+1},\qquad q=\sum_{k\ge0}c_ks^{2k+2},\qquad a_0^{\text{series}}=1,
\]

where the last symbol is the coefficient with \(k=0\), not the Bohr radius. Equating powers in (4) gives

\[
2k\,a_k=\zeta\left(\tfrac32c_{k-1}-\tfrac12c_{k-2}\right),\qquad
(2k+3)\,c_k=-\zeta\left(\tfrac32a_k-\tfrac12a_{k-1}\right), \tag{6}
\]

the first for \(k\ge1\), with coefficients of negative index equal to zero. Let \(t=-q(1)/p(1)=-\sum c_k/\sum a_k\). Since \(p\) and \(q\) are continuous, (5) at \(s=1\) requires

\[
t(1+b)=\frac{\zeta}{1+\gamma}+\frac{1+\gamma}{\zeta}b
\quad\Longrightarrow\quad
b=\frac{t-\zeta/(1+\gamma)}{(1+\gamma)/\zeta-t}. \tag{7}
\]

**The admixture \(b\) is finite and negative.** The ratio \(\tau=-q/p\) starts from zero at \(s=0\) and obeys, by (4),

\[
s\tau'=\zeta su\,(1+\tau^2)-2\tau .
\]

Inside the sphere \(su=\tfrac32s-\tfrac12s^3<1\), so \(s\tau'<\zeta(1+\tau^2)-2\tau\). The right side vanishes at \(\tau=\zeta/(1+\gamma)\), so \(\tau\) cannot cross this value from below. Hence \(t<\zeta/(1+\gamma)<(1+\gamma)/\zeta\), and \(b<0\). Physically, the weaker attraction inside the sphere builds up a smaller lower component than a point charge would.

## Lemma 3: energy and amplitude of the bound state

Outside the sphere, (1) has two solutions

\[
F_\pm(r;E)=r^{\pm\gamma}\left[v_\pm+O(Zr/a_0)\right],\qquad
v_+=\begin{pmatrix}1\\-\zeta/(1+\gamma)\end{pmatrix},\quad
v_-=\begin{pmatrix}1\\-(1+\gamma)/\zeta\end{pmatrix}.
\]

They are power series times \(r^{\pm\gamma}\), without logarithms, because the exponents differ by \(2\gamma\), which lies between 1 and 2. Near \(E_0\), the solution that decays at infinity depends smoothly on \(E\) and can be written

\[
\begin{pmatrix}P\\Q\end{pmatrix}=N\left[F_+(r;E)+\beta(E)F_-(r;E)\right],\qquad \beta(E_0)=0 .
\]

Then the bound state of the sphere has

\[
\beta=R^{2\gamma}[b+O(x)],\qquad
E-E_0=-\hbar c\,\frac{2\gamma b}{\zeta}\,N^2R^{2\gamma}\,[1+o(1)]. \tag{8}
\]

*Proof.* Let \(W=P_0Q-Q_0P\), with both states in the Coulomb field. In \(W'\), the terms with \(1/r\), \(V\) and \(mc^2\) cancel by (1), which leaves

\[
W'=-\frac{E-E_0}{\hbar c}\,(P_0P+Q_0Q).
\]

Integrate from \(r\to0\) to infinity, where \(W\) vanishes. This gives \(E-E_0=\hbar c\,W(0)/\int_0^\infty(P_0P+Q_0Q)\,dr\). In \(W(0)\) the product of the two regular parts drops out, and

\[
W(0)=N^2\beta\left[-\frac{1+\gamma}{\zeta}+\frac{\zeta}{1+\gamma}\right]=-\frac{2\gamma}{\zeta}N^2\beta,
\]

because \((1+\gamma)^2-\zeta^2=2\gamma(1+\gamma)\). So \(\beta\) has a simple zero at \(E_0\). In the sphere the neglected terms change \(-Q/P\) at the surface by \(O(x)\), and the corrections in \(F_\pm(R)\) are also \(O(x)\). Matching therefore gives \(\beta R^{-2\gamma}=b+O(x)\). The simple zero turns this into one energy near \(E_0\), and the integral in the denominator tends to one. ∎

Since \(b<0\), the level rises. For \(\zeta\to0\), the value \(b=-\zeta^2/20\) found below and \(N^2=4(Z/a_0)^3\) give \(E-E_0\to\tfrac25Z^2(e^2/a_0)x^2\).

**Norm.** The state written above has norm \(1+O(x^{2\gamma})\). The shift in \(E\) and the product of \(F_+\) with \(\beta F_-\) each contribute \(O(x^{2\gamma})\). The square of \(\beta F_-\) contributes \(\beta^2\int_Rr^{-2\gamma}dr\), of order \(x^{2\gamma+1}\), and so does the interior. Normalizing the state thus changes \(I\) by a relative amount \(O(x^{2\gamma})\), one power of \(x\) smaller than the reduction itself.

## Proof of the theorem

**Leading term.** Near the nucleus, \(P_0=NR^\gamma s^\gamma\) and \(P=NR^\gamma p(s)\), with the same factors for \(Q_0\) and \(Q\). Since \(dr/r^2=R^{-1}ds/s^2\), the difference \(I_0-I\) carries the factor \(N^2R^{2\gamma-1}\).

For \(s>1\), (5) gives

\[
-pq=\frac{\zeta}{1+\gamma}s^{2\gamma}+b\left[\frac{1+\gamma}{\zeta}+\frac{\zeta}{1+\gamma}\right]+\frac{1+\gamma}{\zeta}b^2s^{-2\gamma}.
\]

The bracket equals \(2/\zeta\), because \((1+\gamma)^2+\zeta^2=2(1+\gamma)\). The first term is the point-charge integrand and cancels in the difference. With \(\int_1^\infty s^{-2}ds=1\) and \(\int_1^\infty s^{-2\gamma-2}ds=1/(2\gamma+1)\), the loss outside is

\[
K_{\rm out}=-\frac{2b}{\zeta}-\frac{(1+\gamma)\,b^2}{\zeta(2\gamma+1)}.
\]

For \(s<1\), the point charge contributes \(\frac{\zeta}{1+\gamma}\int_0^1s^{2\gamma-2}ds\), and the sphere contributes \(J=-\int_0^1pq\,s^{-2}ds\). Hence

\[
K_{\rm in}=\frac{\zeta}{(1+\gamma)(2\gamma-1)}-J,\qquad K=K_{\rm in}+K_{\rm out}. \tag{9}
\]

Continuity with (5) requires \(p(1)=1+b\) inside, so the series must be multiplied by \((1+b)/\sum a_k\). Integration term by term gives

\[
J=-\left(\frac{1+b}{\sum_ka_k}\right)^2\sum_{i,j\ge0}\frac{a_ic_j}{2i+2j+2}.
\]

Now divide \(N^2R^{2\gamma-1}K\) by the first form of \(I_0\) in (3). The amplitude \(N^2\) cancels:

\[
\varepsilon\simeq\frac{(1+\gamma)K}{\zeta\,\Gamma(2\gamma-1)}\left(\frac{2ZR}{a_0}\right)^{2\gamma-1}=B\,x^{2\gamma-1}.
\]

**Remainder.** Inside the sphere the neglected terms have relative size \(O(x)\). Outside, for \(R<r<a_0/Z\), the product of \(F_+\) and \(\beta F_-\) has relative corrections \(O(Zr/a_0)\). Its integrand is of order \(R^{2\gamma}r^{-2}\), so the correction is of order

\[
R^{2\gamma}\,\frac Z{a_0}\int_R^{a_0/Z}\frac{dr}{r}=R^{2\gamma-1}\,x\ln\frac1x .
\]

The corrections to the \(\beta^2\) term are \(O(x)\) relative to the leading loss. So are the change of \(F_+\) with energy, the region \(r>a_0/Z\), the extension of the leading integrals to infinity, and the norm, since each of these is of order \(x^{2\gamma}\) relative to \(I_0\).

**Limit of small \(\zeta\).** To lowest order \(p=s\). The second equation of (4), written as \((sq)'=-\zeta us\,p\), then gives

\[
q=-\frac{\zeta}{s}\int_0^s\left(\tfrac32w^2-\tfrac12w^4\right)dw=-\zeta\left(\frac{s^2}{2}-\frac{s^4}{10}\right).
\]

Hence \(t=\tfrac25\zeta\), and (7) with \(\gamma\to1\) gives \(b=(\tfrac25\zeta-\tfrac12\zeta)\,\zeta/2=-\zeta^2/20\). The interior integral is \(J=\zeta(\tfrac14-\tfrac1{40})=\tfrac9{40}\zeta\), so

\[
K=\frac{\zeta}{2}-\frac{9\zeta}{40}+\frac{\zeta}{10}=\frac{3\zeta}{8},\qquad B=2\cdot2\cdot\frac38=\frac32 .\qquad ∎
\]

## Remarks on the result

**Origin of the exponent.** The integrand \(r^{2\gamma-2}\) of the point charge, cut at \(R\), already gives \(R^{2\gamma-1}\). The outside region contributes at the same order: the irregular admixture is proportional to \(R^{2\gamma}\), and its product with the regular part is weighted by \(\int_Rr^{-2}dr=1/R\). An estimate that leaves the outside wave function unchanged therefore has the right exponent but too small a prefactor. It omits \(K_{\rm out}\), which is 20% of \(K\) in the worked example below. If the interior solution is then joined with \(p(1)=1\) in place of \(1+b\), \(J\) grows by the factor \((1+b)^{-2}\) and \(K_{\rm in}\) falls as well, so the total shortfall in that example is 22%.

**Other charge distributions.** For another spherical distribution that keeps its shape as \(R\) varies, is regular at the centre and ends at \(r=R\), only the function \(u\) inside changes. If the denominator in (7) does not vanish, the same derivation holds with, in general, another value of \(K\), and the exponent is the same provided that this \(K\) is not zero.

**Other s states.** Lemma 3 and the subtraction of the integrals use the \(1s\) state only through \(N\) and \(I_0\). A hydrogenlike \(ns_{1/2}\) state has the same \(K\) and the same exponent, and its prefactor contains its own ratio \(N^2/I_0\).

**The upper limit of \(\zeta\).** As \(\zeta\to\sqrt3/2\), \(I_0\) diverges while \(I\) for a sphere of fixed radius stays finite, so \(\varepsilon\to1\). The leading formula agrees: \(K\) grows as \(\zeta/[(1+\gamma)(2\gamma-1)]\) and \(\Gamma(2\gamma-1)\) as \(1/(2\gamma-1)\), which gives \(B\to1\), while \(x^{2\gamma-1}\to1\).

## Worked example

Consider a hydrogenlike model ion with the round parameters \(Z=80\) and \(R=7\) fm. Then \(\zeta=0.5838\), \(\gamma=0.8119\) and \(2\gamma-1=0.6238\). With \(a_0=52918\) fm,

\[
x=\frac{80\times7}{52918}=0.01058 .
\]

Summing the series (6) and using (7) gives \(b=-0.02787\). The loss outside is

\[
K_{\rm out}=\frac{2(0.02787)}{0.5838}-\frac{1.8119\,(0.02787)^2}{0.5838\times2.6238}=0.0955-0.0009=0.0946 .
\]

The loss inside is \(K_{\rm in}=0.3774\), so \(K=0.4720\), and 80% of the leading term, the share \(K_{\rm in}/K\), arises inside the sphere (the numerical solution described below gives the same share at \(R=0.007\) fm). The prefactor is \(B=1.571\), and

\[
\varepsilon\simeq1.571\times(0.01058)^{0.6238}=0.0920 .
\]

For comparison, the full equations (1) were solved numerically. They were integrated by a Runge-Kutta method outward through the sphere and inward from large \(r\), and the energy was adjusted until \(Q/P\) agreed at an intermediate radius. The result is \(\varepsilon=0.0936\), which is 1.7% above the leading formula, relative to the formula. Smaller radii give:

| \(R\) (fm) | \(\varepsilon\), full | \(\varepsilon\), leading | relative excess |
|---|---|---|---|
| 7 | 0.09360 | 0.09201 | \(1.7\times10^{-2}\) |
| 0.7 | 0.02195 | 0.02188 | \(3.4\times10^{-3}\) |
| 0.07 | 0.00521 | 0.00520 | \(5.0\times10^{-4}\) |
| 0.007 | 0.00124 | 0.00124 | \(6.6\times10^{-5}\) |

The excess divided by \(x\) is 1.6, 3.2, 4.7 and 6.2. It rises by about 1.5 per decade, as a term \(x\ln(1/x)\) in the remainder would make it do. Between the two smallest radii the logarithmic slope of \(\varepsilon\) is 0.6240 for both \(1s\) and \(2s\), against \(2\gamma-1=0.6238\). At \(R=7\) fm the \(2s\) reduction is 0.0998, somewhat larger than that of \(1s\).

The finite size raises the \(1s\) level by 54 eV in the numerical solution; the leading formula (8) gives 55 eV.

**Dependence on \(Z\).** At \(R=7\) fm the numerical reductions and the prefactors are:

| \(Z\) | \(2\gamma-1\) | \(B\) | \(\varepsilon\), full |
|---|---|---|---|
| 20 | 0.979 | 1.511 | 0.0046 |
| 40 | 0.913 | 1.540 | 0.0130 |
| 60 | 0.798 | 1.572 | 0.0337 |
| 80 | 0.624 | 1.571 | 0.0936 |

From \(Z=40\) to \(Z=80\) the numerical reduction grows by a factor 7.19, whereas \(2^{0.624}=1.54\). The leading formula accounts for the difference. With \(x_{40}=0.00529\),

\[
\frac{\varepsilon_{80}}{\varepsilon_{40}}\simeq\frac{B_{80}}{B_{40}}\;2^{0.624}\;x_{40}^{\,0.624-0.913}=1.02\times1.54\times4.55=7.15 .
\]

The largest factor comes from the fall of the exponent, which acts on a small \(x\). The prefactor changes by only 2%.

Numerical values quoted here were computed with a short program.
